# The binary-collision time integral for hard spheres: a program that tests the result

```python
"""
Result under test: for hard spheres with contact distance R, the binary-collision
time integral tau (a length) is R sin(theta/2) = p tan(theta/2), 0 < p <= R.
p: impact parameter; theta: centre-of-mass scattering angle; v: relative speed.
Before closest approach (t = 0) the asymptotic along-track coordinate is v*t - tau,
after it v*t + tau. For a general repulsion V and relative energy E_r,
tau = sqrt(r0^2-p^2) - integral from r0 to infinity of
      [(1-V/E_r-p^2/r^2)^(-1/2) - (1-p^2/r^2)^(-1/2)] dr,  r0 = closest approach.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Round model parameters, regime of shallow boron implantation into silicon
R = 0.030
p = 0.018
energy_lab = 1000.0
mass1_u, mass2_u = 11.0, 28.0
Z1, Z2 = 5, 14
A = mass2_u / mass1_u
E_r = energy_lab * A / (1 + A)

# Rough typical values, used only to size neglected effects
atom_density = 50.0        # per nm^3
neighbour_distance = 0.235
binding_energy = 15.0
thermal_rms = 0.008        # one Cartesian component near 300 K

# Ziegler-Biersack-Littmark universal screened potential
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
screening = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)
weights = np.array([0.1818, 0.5099, 0.2802, 0.02817])
decays = np.array([3.2, 0.9423, 0.4028, 0.2016])


def screened_potential(r):
    terms = np.exp(-np.multiply.outer(r / screening, decays))
    return coulomb * Z1 * Z2 / r * (terms @ weights)


def screened_slope(r):
    terms = np.exp(-decays * r / screening)
    phi = terms @ weights
    dphi = -(terms @ (weights * decays)) / screening
    return coulomb * Z1 * Z2 * (dphi / r - phi / r**2)


def closest_approach(potential, impact, low):
    def radial(r):
        return 1 - potential(r) / E_r - (impact / r)**2
    return brentq(radial, low, 1.0, xtol=1e-17, maxiter=500)


def collision_integrals(potential, impact, low, width, nodes=40):
    """Closest approach, angle and tau by quadrature in s, with r = r0 + s^2."""
    r0 = closest_approach(potential, impact, low)
    x, w = np.polynomial.legendre.leggauss(nodes)
    edges = np.sqrt(width * np.array([0, 1, 10, 40, 100]))
    sum_tau = sum_angle = 0.0
    for left, right in zip(edges[:-1], edges[1:]):
        s = left + (right - left) * (x + 1) / 2
        r = r0 + s**2
        free = 1 - (impact / r)**2
        bracket = 1 / np.sqrt(free - potential(r) / E_r) - 1 / np.sqrt(free)
        measure = w * (right - left) / 2 * 2 * s
        sum_tau += np.sum(measure * bracket)
        sum_angle += np.sum(measure * bracket / r**2)
    theta = np.pi - 2 * np.arcsin(impact / r0) - 2 * impact * sum_angle
    return r0, theta, np.sqrt(r0**2 - impact**2) - sum_tau


def hard_sphere_flight(impact):
    """Relative flight at unit speed with specular reflection at contact."""
    start, duration = 1.0, 2.5
    position = np.array([-start, impact])
    velocity = np.array([1.0, 0.0])
    t_hit = brentq(lambda t: np.linalg.norm(position + velocity * t) - R,
                   0.0, start, xtol=1e-15)
    contact = position + velocity * t_hit
    normal = contact / np.linalg.norm(contact)
    outgoing = velocity - 2 * (velocity @ normal) * normal
    final = contact + outgoing * (duration - t_hit)
    theta = abs(np.arctan2(outgoing[1], outgoing[0]))
    tau = (final @ outgoing + start - duration) / 2
    return theta, tau


# Hard spheres: measured angle and advance against the claimed formulas
largest_error = 0.0
for fraction in (0.02, 0.2, 0.6, 0.9, 0.995):
    angle, advance = hard_sphere_flight(fraction * R)
    errors = (abs(advance - R * np.sin(angle / 2)),
              abs(advance - fraction * R * np.tan(angle / 2)))
    largest_error = max(largest_error, *errors)
assert largest_error < 1e-11
angle_head_on, tau_head_on = hard_sphere_flight(0.0)
assert abs(angle_head_on - np.pi) < 1e-12 and abs(tau_head_on - R) < 1e-12
theta_hard, tau_hard = hard_sphere_flight(p)
assert abs(theta_hard - 2 * np.arccos(p / R)) < 1e-11

# Hard wall as the limit of V = E_r (R/r)^n: errors must fall as 1/n
steep = []
for n in (100, 200, 400, 800, 1600):
    _, angle, advance = collision_integrals(
        lambda r, n=n: E_r * (R / r)**n, p, 0.9 * R, R / n)
    steep.append((n, angle, advance))
for column, target in ((1, theta_hard), (2, tau_hard)):
    deviations = [row[column] - target for row in steep]
    assert 1.9 < deviations[-2] / deviations[-1] < 2.1
tau_limit = 2 * steep[-1][2] - steep[-2][2]
theta_limit = 2 * steep[-1][1] - steep[-2][1]
# Remaining extrapolation error is of second order in 1/n
assert abs(tau_limit - R * np.sin(theta_hard / 2)) < 2e-6
assert abs(theta_limit - theta_hard) < 1e-4


def two_body_trajectory(impact, ratio):
    """Newton's equations in the laboratory, unit relative speed, target at rest."""
    m1 = 2 * E_r * (1 + ratio) / ratio
    m2 = ratio * m1
    start, duration = 1.5, 3.0

    def motion(t, y):
        separation = y[0:2] - y[2:4]
        r = np.sqrt(separation @ separation)
        force = -screened_slope(r) * separation / r
        return np.concatenate((y[4:8], force / m1, -force / m2))

    initial = [-start, impact, 0, 0, 1, 0, 0, 0]
    y = solve_ivp(motion, (0, duration), initial, method="DOP853",
                  rtol=1e-11, atol=1e-13).y[:, -1]
    relative_velocity = y[4:6] - y[6:8]
    direction = relative_velocity / np.linalg.norm(relative_velocity)
    theta = np.arctan2(direction[1], direction[0])
    tau = ((y[0:2] - y[2:4]) @ direction + start - duration) / 2
    recoil_direction = y[6:8] / np.linalg.norm(y[6:8])
    sideways = np.array([-recoil_direction[1], recoil_direction[0]])
    transfer_fraction = m2 * (y[6:8] @ y[6:8]) / m1
    return theta, tau, y[2:4] @ sideways, transfer_fraction


# General integrals, recoil-line offset and energy transfer against trajectories
trajectory_error = 0.0
for impact, ratio in ((p, A), (0.008, 0.5), (0.030, 3.0)):
    _, angle, advance = collision_integrals(
        screened_potential, impact, 1e-4, screening)
    offset = 2 * (impact * np.sin(angle / 2)
                  - advance * np.cos(angle / 2)) / (1 + ratio)
    transfer = 4 * ratio / (1 + ratio)**2 * np.sin(angle / 2)**2
    angle_t, advance_t, offset_t, transfer_t = two_body_trajectory(impact, ratio)
    assert abs(angle - angle_t) < 1e-6
    assert abs(advance - advance_t) < 1e-7
    assert abs(offset - offset_t) < 1e-7
    assert abs(transfer - transfer_t) < 1e-6
    trajectory_error = max(trajectory_error, abs(advance - advance_t))

# Soft repulsion for the example and convergence of its quadrature
r0_soft, theta_soft, tau_soft = collision_integrals(
    screened_potential, p, 1e-4, screening)
_, theta_fine, tau_fine = collision_integrals(
    screened_potential, p, 1e-4, screening, nodes=80)
assert abs(tau_soft - tau_fine) < 1e-8
assert abs(theta_soft - theta_fine) < 1e-6
hard_rule_soft = p * np.tan(theta_soft / 2)
assert abs(tau_soft - hard_rule_soft) > 1e-4
offset_soft = 2 * (p * np.sin(theta_soft / 2)
                   - tau_soft * np.cos(theta_soft / 2)) / (1 + A)
head_on_soft = closest_approach(screened_potential, 0.0, 1e-4)

# Example in laboratory units and sizes of the other neglected effects
speed = np.sqrt(2 * energy_lab * const.e / (mass1_u * const.atomic_mass))
advance_fs = 2 * tau_hard * 1e-9 / speed * 1e15
transfer_factor = 4 * A / (1 + A)**2
recoil_energy = transfer_factor * energy_lab * np.sin(theta_hard / 2)**2
bohr_speed = const.alpha * const.c
electronic_cross_section = (8 * np.pi * coulomb * bohr * Z1**(7 / 6) * Z2
                            / (Z1**(2 / 3) + Z2**(2 / 3))**1.5
                            * speed / bohr_speed)
spacing = atom_density**(-1 / 3)
electronic_loss = electronic_cross_section * atom_density * spacing
reduced_mass = mass1_u * mass2_u / (mass1_u + mass2_u) * const.atomic_mass
wavelength = const.hbar / (reduced_mass * speed) * 1e9
neighbour_potential = screened_potential(neighbour_distance - R)
tau_near = hard_sphere_flight(p - thermal_rms)[1]
tau_far = hard_sphere_flight(p + thermal_rms)[1]

print(f"Contact distance R = {R:.3f} nm")
print(f"Impact parameter p = {p:.3f} nm")
print(f"Projectile energy = {energy_lab:.0f} eV")
print(f"Masses = {mass1_u:.0f} and {mass2_u:.0f} u; charges Z = {Z1} and {Z2}")
print(f"Mass ratio A = {A:.4f}; relative energy = {E_r:.1f} eV")
print(f"Hard-sphere angle theta = {np.degrees(theta_hard):.2f} deg")
print(f"sin(theta/2) = {np.sin(theta_hard/2):.4f}")
print(f"tan(theta/2) = {np.tan(theta_hard/2):.4f}")
print(f"tau from reflected flight = {tau_hard:.6f} nm")
print(f"R sin(theta/2) = {R*np.sin(theta_hard/2):.6f} nm")
print(f"p tan(theta/2) = {p*np.tan(theta_hard/2):.6f} nm")
print(f"Head-on tau = {tau_head_on:.6f} nm")
print(f"Largest hard-sphere formula error = {largest_error:.1e} nm")
print(f"Relative speed = {speed/1000:.1f} km/s")
print(f"Time advance 2 tau/v = {advance_fs:.3f} fs")
print(f"Hard-sphere recoil energy = {recoil_energy:.1f} eV")
print("Steep power potentials: n, theta (deg), tau (nm)")
for n, angle, advance in steep:
    print(f"  {n:5d}  {np.degrees(angle):9.4f}  {advance:.7f}")
print(f"Extrapolated theta = {np.degrees(theta_limit):.4f} deg")
print(f"Extrapolated tau = {tau_limit:.7f} nm")
print("Universal screened potential, same p and energy:")
print(f"  screening length = {screening:.5f} nm")
print(f"  head-on closest approach = {head_on_soft:.5f} nm")
print(f"  closest approach at p = {r0_soft:.5f} nm")
print(f"  theta = {np.degrees(theta_soft):.2f} deg")
print(f"  tau = {tau_soft:.5f} nm")
print(f"  p tan(theta/2) = {hard_rule_soft:.5f} nm")
print(f"  recoil-line offset = {offset_soft:.5f} nm")
print(f"  tau shift, 40 to 80 nodes = {abs(tau_soft-tau_fine):.1e} nm")
print(f"  theta shift, 40 to 80 nodes = {abs(theta_soft-theta_fine):.1e} rad")
print(f"  largest tau error against trajectories = {trajectory_error:.1e} nm")
print("Other neglected effects (rough inputs):")
print(f"  atom density = {atom_density:.0f} nm^-3; spacing = {spacing:.3f} nm")
print(f"  electronic loss per spacing = {electronic_loss:.2f} eV")
print(f"  electronic loss / energy = {100*electronic_loss/energy_lab:.2f} %")
print(f"  neighbour distance = {neighbour_distance:.3f} nm")
print(f"  neighbour potential = {neighbour_potential:.2f} eV")
print(f"  neighbour potential / E_r = {100*neighbour_potential/E_r:.2f} %")
print(f"  lattice binding = {binding_energy:.0f} eV")
print(f"  binding / recoil energy = {100*binding_energy/recoil_energy:.1f} %")
print(f"  thermal rms displacement = {thermal_rms:.3f} nm")
print(f"  tau at p minus, plus rms = {tau_near:.4f}, {tau_far:.4f} nm")
print(f"  reduced de Broglie wavelength = {wavelength:.2e} nm")
print(f"  reduced wavelength / R = {100*wavelength/R:.2f} %")
print("all assertions hold")
```

Running it gives:

```
Contact distance R = 0.030 nm
Impact parameter p = 0.018 nm
Projectile energy = 1000 eV
Masses = 11 and 28 u; charges Z = 5 and 14
Mass ratio A = 2.5455; relative energy = 717.9 eV
Hard-sphere angle theta = 106.26 deg
sin(theta/2) = 0.8000
tan(theta/2) = 1.3333
tau from reflected flight = 0.024000 nm
R sin(theta/2) = 0.024000 nm
p tan(theta/2) = 0.024000 nm
Head-on tau = 0.030000 nm
Largest hard-sphere formula error = 4.5e-16 nm
Relative speed = 132.4 km/s
Time advance 2 tau/v = 0.362 fs
Hard-sphere recoil energy = 518.4 eV
Steep power potentials: n, theta (deg), tau (nm)
    100   105.4765  0.0236493
    200   105.8624  0.0238242
    400   106.0598  0.0239120
    800   106.1596  0.0239560
   1600   106.2098  0.0239780
Extrapolated theta = 106.2600 deg
Extrapolated tau = 0.0240000 nm
Universal screened potential, same p and energy:
  screening length = 0.01427 nm
  head-on closest approach = 0.02971 nm
  closest approach at p = 0.03429 nm
  theta = 89.31 deg
  tau = 0.00797 nm
  p tan(theta/2) = 0.01778 nm
  recoil-line offset = 0.00394 nm
  tau shift, 40 to 80 nodes = 2.6e-14 nm
  theta shift, 40 to 80 nodes = 8.1e-13 rad
  largest tau error against trajectories = 1.5e-12 nm
Other neglected effects (rough inputs):
  atom density = 50 nm^-3; spacing = 0.271 nm
  electronic loss per spacing = 5.58 eV
  electronic loss / energy = 0.56 %
  neighbour distance = 0.235 nm
  neighbour potential = 1.19 eV
  neighbour potential / E_r = 0.17 %
  lattice binding = 15 eV
  binding / recoil energy = 2.9 %
  thermal rms displacement = 0.008 nm
  tau at p minus, plus rms = 0.0283, 0.0150 nm
  reduced de Broglie wavelength = 6.07e-05 nm
  reduced wavelength / R = 0.20 %
all assertions hold
```
